# Ferroelectric Control of Contact Barriers through Incomplete Polarization Screening

## Result

A ferroelectric film of thickness \(d\) fills \(0<x<d\) between metal 1 (\(x<0\)) and metal 2 (\(x>d\)). Its polarization \(P\) is positive when it points from metal 1 to metal 2, and its remaining linear response is described by a background permittivity \(\varepsilon_b\). Metal \(i\) has lattice permittivity \(\varepsilon_i\) and density of states \(g_i\) per volume and energy at its Fermi level. The electron charge is \(-e\). The barrier \(\Phi_i\) is the energy from the Fermi level of metal \(i\) to the conduction edge of the film at that contact, and \(\Phi_i^0\) is its value when the metal surface carries no screening charge. \(V\) is the voltage of metal 2 relative to metal 1. Define

\[
\lambda_i=\sqrt{\frac{\varepsilon_0\varepsilon_i}{e^2g_i}},\quad
\ell_i=\frac{\lambda_i}{\varepsilon_i},\quad
L=\frac{d}{\varepsilon_b}+\ell_1+\ell_2,\quad
s=\frac{d}{\varepsilon_bL},\quad
\Delta\Phi=\Phi_2^0-\Phi_1^0 .
\]

**Theorem.** Under assumptions A1–A4 below:

(a) The displacement \(D\) in the film and the two barriers are

\[
D=sP+\frac{\varepsilon_0}{L}\left(\frac{\Delta\Phi}{e}-V\right),\qquad
\Phi_1=\Phi_1^0+\frac{eD\ell_1}{\varepsilon_0},\qquad
\Phi_2=\Phi_2^0-\frac{eD\ell_2}{\varepsilon_0}. \tag{1}
\]

(b) Let the two states be \(+P\) and \(-P\) with \(P>0\), at the same \(V\). Then

\[
\Phi_1(+)-\Phi_1(-)=\frac{2esP\ell_1}{\varepsilon_0},\qquad
\Phi_2(+)-\Phi_2(-)=-\frac{2esP\ell_2}{\varepsilon_0}. \tag{2}
\]

(c) Let \(V=0\) and \(eP(\ell_1+\ell_2)/\varepsilon_0>|\Delta\Phi|\). The highest point of the conduction edge, \(\Phi_{\rm top}\), lies at contact 1 for \(+P\) and at contact 2 for \(-P\), and

\[
\Phi_{\rm top}(-)-\Phi_{\rm top}(+)=s\left[\Delta\Phi+\frac{eP}{\varepsilon_0}(\ell_2-\ell_1)\right]. \tag{3}
\]

Reversal therefore changes the sign of the polarization-induced *shift* of each barrier. The barrier itself normally stays positive. At one contact the two shifts are equal and opposite; the asymmetry is between the contacts, in the ratio \(-\ell_1/\ell_2\), and in the barrier that limits transport.

**Assumptions.**

- A1. The film is a single domain with uniform \(P\), and it holds no free or trapped charge.
- A2. Each metal screens linearly, in the Thomas-Fermi approximation, and is much thicker than \(\lambda_i\).
- A3. The interface dipoles contained in \(\Phi_i^0\) do not change with \(P\).
- A4. In (b) and (c), \(|P|\) is the same in both states.

## Lemma 1: potential at a metal surface

*Let \(\psi\) be the electrostatic potential in a metal relative to its own interior. At the film, \(\psi_1=-D\ell_1/\varepsilon_0\) in metal 1 and \(\psi_2=+D\ell_2/\varepsilon_0\) in metal 2.*

*Proof.* A potential \(\psi\) lowers the local electron levels by \(e\psi\) while the Fermi level stays flat. To first order this adds \(g_ie\psi\) electrons per volume, so the charge density is \(\rho=-e^2g_i\psi\). Gauss's law, with displacement \(-\varepsilon_0\varepsilon_i\psi'\), gives

\[
-\varepsilon_0\varepsilon_i\psi''=-e^2g_i\psi
\quad\Longrightarrow\quad \psi''=\frac{\psi}{\lambda_i^2}.
\]

The solution must vanish deep in the metal. In metal 1 it is \(\psi=\psi_1e^{x/\lambda_1}\). No sheet of free charge lies at the interface, because the screening charge is spread through the metal. The displacement is therefore continuous there:

\[
D=-\varepsilon_0\varepsilon_1\psi'(0)=-\frac{\varepsilon_0\varepsilon_1\psi_1}{\lambda_1}
\quad\Longrightarrow\quad \psi_1=-\frac{D\ell_1}{\varepsilon_0}.
\]

In metal 2, \(\psi=\psi_2e^{-(x-d)/\lambda_2}\). Its slope at \(x=d\) is \(-\psi_2/\lambda_2\), so \(D=+\varepsilon_0\varepsilon_2\psi_2/\lambda_2\) and \(\psi_2=D\ell_2/\varepsilon_0\). ∎

The total screening charge per area of metal 1 is \(-e^2g_1\psi_1\lambda_1=-\varepsilon_0\varepsilon_1\psi_1/\lambda_1=D\), and that of metal 2 is \(-D\). For \(P>0\) the bound charge is negative at contact 1 and positive at contact 2, and each metal supplies charge of the opposite sign as long as \(D>0\). This charge sits at a finite mean depth, and the resulting dipole layer moves the barrier. The later steps use the metal through \(\ell_i\) alone. They hold for any electrode with a linear surface response, if \(\ell_i\) is read as an effective length.

## Lemma 2: barrier shifts

*\(\Phi_1=\Phi_1^0+eD\ell_1/\varepsilon_0\) and \(\Phi_2=\Phi_2^0-eD\ell_2/\varepsilon_0\).*

*Proof.* By A3 the film edge at the interface keeps a fixed offset from the electron levels at the metal surface. Those levels move by \(-e\psi_i\) relative to the metal's interior, where the Fermi level is anchored. Hence \(\Phi_i=\Phi_i^0-e\psi_i\), and Lemma 1 supplies \(\psi_i\). ∎

The opposite signs have a direct meaning. Positive bound charge at contact 2 attracts electrons and lowers that barrier; negative bound charge at contact 1 repels them and raises the other.

## Proof of (a)

Inside the film \(D=\varepsilon_0\varepsilon_bF+P\), so the field is

\[
F=\frac{D-P}{\varepsilon_0\varepsilon_b}. \tag{4}
\]

By A1 it is uniform. The conduction edge is an electron energy and rises along \(x\) with slope \(eF\). It starts at \(E_{F1}+\Phi_1\) and ends at \(E_{F2}+\Phi_2\), where \(E_{F2}=E_{F1}-eV\). Therefore

\[
\Phi_2-eV-\Phi_1=eFd. \tag{5}
\]

Insert Lemma 2 on the left and (4) on the right:

\[
\Delta\Phi-\frac{eD(\ell_1+\ell_2)}{\varepsilon_0}-eV=\frac{ed(D-P)}{\varepsilon_0\varepsilon_b}.
\]

Multiply by \(\varepsilon_0/e\) and collect \(D\) on one side:

\[
\frac{Pd}{\varepsilon_b}+\varepsilon_0\left(\frac{\Delta\Phi}{e}-V\right)
=D\left(\frac{d}{\varepsilon_b}+\ell_1+\ell_2\right)=DL.
\]

Division by \(L\) gives (1). ∎

**Limits at fixed \(P\).** If \(\ell_1,\ell_2\to0\), then \(s\to1\) and \(D\) stays finite, so both shifts vanish although the polarization remains. In this model incomplete screening is thus necessary for control of the barriers. If \(d\to\infty\), then \(D\to P\) and the shifts saturate at \(eP\ell_1/\varepsilon_0\) and \(-eP\ell_2/\varepsilon_0\). If \(d\to0\) with the metals fixed, then \(s\to0\): the film field cancels most of \(P\), the part \(sP\) of the screening charge that reverses with \(P\) vanishes, and control is lost. What remains at \(V=0\) is the built-in charge \(\varepsilon_0\Delta\Phi/[e(\ell_1+\ell_2)]\), the same in both states. A small \(s\) alone does not imply this. If both \(\ell_i\) grow in proportion at fixed \(d\), \(s\) also falls, but \(s\ell_i\) rises toward \((d/\varepsilon_b)\,\ell_i/(\ell_1+\ell_2)\), and the swings remain.

## Proof of (b), and the mean barrier

In (1) only the term \(sP\) changes sign on reversal, so \(D(+)-D(-)=2sP\). Lemma 2 then gives (2). The ratio of the two swings is \(-\ell_1/\ell_2\), whatever the bare barriers are. ∎

Half the sum of the two swings is the change of the mean barrier \(\bar\Phi=(\Phi_1+\Phi_2)/2\):

\[
\bar\Phi(+)-\bar\Phi(-)=\frac{esP}{\varepsilon_0}(\ell_1-\ell_2). \tag{6}
\]

The mean barrier is higher when \(P\) points toward the contact with the smaller \(\ell\). For \(\ell_1=\ell_2\) it does not change, even if the bare barriers differ.

**Direct tunnelling.** At \(V=0\) write the edge as \(\bar\Phi+\tau(x/d-\tfrac12)\) with \(\tau=\Phi_2-\Phi_1\). For an electron of mass \(m\) at the Fermi level, the semiclassical exponent is \((2\sqrt{2m}/\hbar)\int_0^d\sqrt{\Phi(x)}\,dx\). Expand the root with \(\sqrt{1+y}\approx1+y/2-y^2/8\), where \(y=\tau(x/d-\tfrac12)/\bar\Phi\). The linear term averages to zero, and \(y^2\) averages to \(\tau^2/(12\bar\Phi^2)\). The exponent is then

\[
\frac{2d\sqrt{2m\bar\Phi}}{\hbar}\left(1-\frac{\tau^2}{96\bar\Phi^2}\right),\qquad |\tau|\ll\bar\Phi .
\]

To leading order direct tunnelling responds to (6). With equal \(\ell\) and unlike bare barriers a weaker asymmetry survives through \(\tau^2\), as (7) below shows.

## Proof of (c)

Set \(V=0\). From (4) and (1),

\[
D-P=\frac{Pd/\varepsilon_b+\varepsilon_0\Delta\Phi/e-PL}{L}
=\frac{\varepsilon_0\Delta\Phi/e-P(\ell_1+\ell_2)}{L}.
\]

Multiplying by \(ed/(\varepsilon_0\varepsilon_b)\) gives the tilt \(eFd\) in the two states:

\[
\Phi_2(\pm)-\Phi_1(\pm)=s\left[\Delta\Phi\mp\frac{eP(\ell_1+\ell_2)}{\varepsilon_0}\right]. \tag{7}
\]

Under the stated condition the polarization term fixes the sign, so \(\Phi_1\) is higher for \(+P\) and \(\Phi_2\) is higher for \(-P\). The edge is straight, so its highest point is at a contact. With \(D(\pm)=\pm sP+\varepsilon_0\Delta\Phi/(eL)\),

\[
\Phi_2(-)-\Phi_1(+)=\Delta\Phi-\frac{e}{\varepsilon_0}\left[D(-)\ell_2+D(+)\ell_1\right]
\]
\[
=\Delta\Phi\left(1-\frac{\ell_1+\ell_2}{L}\right)+\frac{esP}{\varepsilon_0}(\ell_2-\ell_1).
\]

The first bracket is \((d/\varepsilon_b)/L=s\), which gives (3). ∎

**Outside the condition.** If \(\Delta\Phi>eP(\ell_1+\ell_2)/\varepsilon_0\), contact 2 is the higher one in both states and the change is its own swing, \(2esP\ell_2/\varepsilon_0\). If \(\Delta\Phi<-eP(\ell_1+\ell_2)/\varepsilon_0\), contact 1 is the higher one and the change is \(-2esP\ell_1/\varepsilon_0\). Both expressions join (3) continuously at the limits of its range.

**Meaning for transport.** Let electrons cross the film without scattering, with the same band masses in both states. The small-bias conductance per area is then proportional to \(\int T(E)f(E)\,dE/kT\), where \(E\) is the energy of motion along \(x\) measured from the Fermi level, \(T(E)\) the transmission and \(f\) the Fermi function. If \(T\) steps from 0 to 1 at \(\Phi_{\rm top}\gg kT\), the integral is \(e^{-\Phi_{\rm top}/kT}\), and

\[
\frac{G(+)}{G(-)}=\exp\frac{\Phi_{\rm top}(-)-\Phi_{\rm top}(+)}{kT}. \tag{8}
\]

Equation (3) names two sources of contrast: unlike bare barriers and unlike screening. They can reinforce each other, or cancel when \(\Delta\Phi=-eP(\ell_2-\ell_1)/\varepsilon_0\). In the ideal thermionic limit (8), unlike electrodes therefore do not guarantee a contrast.

## Worked example

The parameters are round and rough, in the regime of a thin perovskite-oxide ferroelectric between a transition metal (1) and a conducting oxide (2): \(d=6.0\) nm, \(P=20\) µC/cm², \(\varepsilon_b=10\), \(T=300\) K, \(\Phi_1^0=1.00\) eV and \(\Phi_2^0=1.10\) eV. The metals have \(g_1=90\) and \(g_2=12\) states/(eV nm³), with \(\varepsilon_1=4\) and \(\varepsilon_2=8\). These give \(\lambda_1=0.0496\) nm and \(\lambda_2=0.1919\) nm, hence \(\ell_1=0.01239\) nm and \(\ell_2=0.02399\) nm. Then

\[
L=0.6+0.01239+0.02399=0.6364\ {\rm nm},\qquad s=0.6/0.6364=0.943 .
\]

With \(P/\varepsilon_0=22.6\) V/nm, the polarization shifts barrier 1 by \(0.943\times22.6\times0.01239=0.264\) eV and barrier 2 by \(0.511\) eV. The built-in term \(\Delta\Phi/L\) adds 0.002 eV to barrier 1 and subtracts 0.004 eV from barrier 2 in both states.

| State | \(\Phi_1\) (eV) | \(\Phi_2\) (eV) | \(F\) (MV/cm) |
|---|---|---|---|
| \(+P\) | 1.266 | 0.585 | −1.13 |
| \(-P\) | 0.738 | 1.607 | 1.45 |

The swings are \(+0.528\) and \(-1.022\) eV, and the mean barrier changes by \(-0.247\) eV. The condition in (c) holds, since \(22.6\times0.03638=0.82\) eV exceeds 0.10 eV. The limiting barrier is 1.266 eV for \(+P\) and 1.607 eV for \(-P\), a change of 0.341 eV (\(5.5\times10^{-20}\) J). Of this, 0.094 eV comes from the bare barriers and 0.247 eV from unlike screening. Equation (8) gives a conductance ratio of \(5\times10^5\). With \(P\) and the metals held fixed, a bare difference \(\Delta\Phi=-0.262\) eV would make the two limiting barriers equal and remove the contrast in (8). It would not make the two states equivalent: by (7) the edge then falls by 1.02 eV across the film for \(+P\) but rises by only 0.53 eV for \(-P\). The steeper edge is easier to tunnel through near its top, so a real contrast can remain.

Formula (1) was tested against a finite-volume solution of Poisson's equation through all three layers, for \(P=20,-20,8\) µC/cm², \(d=2,6,25\) nm and \(V=0,0.3\) V. The largest difference in any barrier was below \(3\times10^{-5}\) eV.

## Where the model fails, and by how much

**Closing barrier.** Setting \(\Phi_2(+)=0\) at \(V=0\) in (1) gives

\[
P^*=\frac{\varepsilon_0}{es\ell_2}\left(\Phi_2^0-\frac{\ell_2\Delta\Phi}{L}\right)=42.9\ \mu{\rm C/cm^2}.
\]

Beyond this value the conduction edge at contact 2 lies below the Fermi level. Electrons then collect in the film and A1 progressively fails, so a clearly negative barrier from (1) has no quantitative meaning. At 20 µC/cm² the free-electron charge in the film, estimated with the free-electron mass and the lowest barrier throughout, is about \(2\times10^{-11}\) of \(P\).

**Unequal \(|P|\).** The field in the film acts back on \(P\). At \(V=0\), the expression for \(D-P\) above gives

\[
F=F_0-kP,\qquad F_0=\frac{\Delta\Phi}{e\varepsilon_bL},\qquad k=\frac{\ell_1+\ell_2}{\varepsilon_0\varepsilon_bL}.
\]

Take the Landau law \(F=aP+bP^3\) with \(a<0\) and \(b>0\). Then

\[
bP^3-(|a|-k)P=F_0. \tag{9}
\]

For \(F_0=0\) the remanent value is \(P_r=\sqrt{(|a|-k)/b}\), which requires \(|a|>k\). The left side of (9) has its extrema at \(\pm P_r/\sqrt3\), with magnitude \(2(|a|-k)P_r/(3\sqrt3)\). Two states that are stable against uniform changes of \(P\) exist when \(|F_0|\) is smaller than this; the middle root has negative slope and is unstable. Linearizing (9) about \(\pm P_r\) shifts both roots by \(\delta P=F_0/[2(|a|-k)]\), so one magnitude grows and the other shrinks.

With \(P_r=20\) µC/cm² and a chosen zero-field polarization \(\sqrt{|a|/b}=26\) µC/cm², \(F_0=0.157\) MV/cm lies below the limit of 0.720 MV/cm. The roots are 20.8 and −19.1 µC/cm². The larger \(P\) raises \(\Phi_1(+)\), the smaller one raises \(\Phi_2(-)\) by less than before, and the change of the limiting barrier becomes 0.033 eV smaller.

The same law sets a minimum thickness. Since \(\varepsilon_bL=d+\varepsilon_b(\ell_1+\ell_2)\), the condition \(|a|>k\) reads

\[
d>(\ell_1+\ell_2)\left(\frac{1}{\varepsilon_0|a|}-\varepsilon_b\right).
\]

The Landau susceptibility at zero field, \(1/(2\varepsilon_0|a|)=35.7\), gives \(0.03638\times(71.4-10)\approx2.2\) nm. In this model, with \(\Delta\Phi=0\), a thinner uniform film loses its remanence. With the example's \(\Delta\Phi=0.10\) eV the limit is stricter: \(F_0\) grows and the bistability limit falls as \(d\) shrinks, and two stable states need \(d\) above about 3.4 nm. A larger \(\ell_i\) strengthens control of barrier \(i\) at fixed \(P\), but it also destabilizes \(P\).

**Nonlinear screening.** For a parabolic band filled to \(E_F\), the added electron density is \(\tfrac23gE_F[(1+u)^{3/2}-1]\approx ge\psi(1+u/4)\), with \(u=e\psi/E_F\). Multiplying Poisson's equation by \(\psi'\) and integrating from the interior gives

\[
\frac{D^2}{2\varepsilon_0\varepsilon}=\frac{e^2g\psi^2}{2}\left(1+\frac u6\right)
\quad\Longrightarrow\quad
\psi\approx\psi_{\rm lin}\left(1-\frac{u}{12}\right).
\]

Depletion (\(u<0\)) thus needs a larger potential than accumulation, and equal \(|D|\) no longer gives equal shifts at one contact. With fillings of 3.0 and 2.0 eV, the full nonlinear solution increases the limiting-barrier change by 0.009 eV.

**Image force.** An electron at distance \(z\) from the higher contact has the added energy \(-e|F|z-e^2/(16\pi\varepsilon_0\varepsilon_{\rm opt}z)\), if the metal is treated as an ideal mirror. The maximum lies where the two slopes balance, and its value is \(-\sqrt{e^3|F|/(4\pi\varepsilon_0\varepsilon_{\rm opt})}\). With \(\varepsilon_{\rm opt}=5\) the barriers fall by 0.181 eV (\(+P\)) and 0.204 eV (\(-P\)). Each lowering is large, but their difference reduces the contrast by only 0.024 eV.

**Tunnelling.** Replace the step in \(T(E)\) by semiclassical transmission through the tilted edge, and define an effective barrier as \(-kT\ln\int T f\,dE/kT\). For the free-electron mass it is 1.147 eV (\(+P\)) and 1.443 eV (\(-P\)), so the change is 0.045 eV smaller than 0.341 eV. For twice that mass the values are 1.187 and 1.502 eV. A lighter mass changes the regime: for half the free-electron mass the current at 6 nm already flows near the Fermi level, the values are 1.036 and 1.179 eV, and the ratio falls to about 250. The estimates below therefore hold only for tunnelling masses near the free-electron mass or heavier.

**Sum.** Adding the four corrections, with the free-electron mass, leaves about 0.25 eV and a ratio near \(1.5\times10^4\), some 35 times below the ideal one. This is a rough estimate, because the corrections do not simply add. Image force and tunnelling both act on the top of the barrier, so their sum counts part of the reduction twice. With all four acting together the change is about 0.03 eV larger than the sum, which raises the ratio roughly fourfold.

## Comparison with real devices

A thickness of a few nanometres, a polarization of tens of µC/cm² and barriers near 1 eV are roughly typical of thin perovskite ferroelectric junctions. At the thin end of this range, however, direct tunnelling takes over and (8) no longer applies. With the example's other parameters, \(d=3.0\) nm and the free-electron mass, semiclassical transmission without image force puts most of the current near the Fermi level. The conductance ratio is then about 30, where (8) would give \(3\times10^5\). These two numbers hold \(P\) at \(\pm20\) µC/cm². Under the Landau law used above, a 3 nm film with \(\Delta\Phi=0.10\) eV keeps only one state, at \(+15.4\) µC/cm², so the comparison presumes a stiffer ferroelectric or better screening. At 6 nm the difficulty is the size of the current: the same estimate gives only about \(2\times10^{-13}\) A/cm² at 10 mV for \(+P\), or about \(1\times10^{-11}\) A/cm² with the image force included, so leakage through defects can hide the ideal contrast. The largest field here is 0.36 of a rough breakdown field of 4 MV/cm, so leakage and ageing cannot be dismissed. Because neither \(\lambda_1\) nor \(\lambda_2\) is longer than an atomic spacing, both \(\ell_i\) should be taken as effective interface parameters.

Real devices can break A1 through trapped charge or incomplete switching. Suppose trapped charge at the two film surfaces cancels a fraction \(\theta\) of the bound charge and reverses with it. It acts as an added polarization \(-\theta P\), so \(P\) becomes \((1-\theta)P\) in (1)–(3). For \(\theta=0.5\) the ideal limiting-barrier change falls from 0.341 to \(0.094+0.247/2\approx0.22\) eV.

Incomplete switching can matter more. If a fraction \(w\) of the area stays in the \(+P\) state, in domains much wider than \(d\), the areas conduct in parallel. A ratio \(R\) then becomes \(1/[w+(1-w)/R]\). For \(R=1.5\times10^4\) and \(w=0.01\) this is about 100, set by the unswitched area and hardly at all by the barrier.

In films thick enough for thermionic transport to dominate, and at fixed \(P\), (3) favours placing the larger bare barrier at the contact with the larger \(\ell\), provided that the condition in (c), the bistability limit and \(P<P^*\) all hold. The rule also rests on A1 and A3. At real interfaces the bonding and termination respond to \(P\) and can set the size, and even the sign, of the effective \(\ell_i\), so these lengths must be known for the actual interface and not inferred from the bulk metal. The numerical output below lists the main values used here.

## Table of computed values

```
Film thickness d: 6.0 nm
Polarization P: 20.0 uC/cm2
Background permittivity: 10.0
Temperature: 300 K
Metal 1 density of states: 90 1/(eV nm3)
Metal 1 lattice permittivity: 4
Metal 1 screening length: 0.0496 nm
Metal 1 ell = lambda/eps: 0.01239 nm
Bare barrier 1: 1.00 eV
Metal 2 density of states: 12 1/(eV nm3)
Metal 2 lattice permittivity: 8
Metal 2 screening length: 0.1919 nm
Metal 2 ell = lambda/eps: 0.02399 nm
Bare barrier 2: 1.10 eV
L: 0.6364 nm
Factor d/(eps_b L): 0.9428
+P displacement D: 19.00 uC/cm2
+P barrier 1: 1.266 eV
+P barrier 2: 0.585 eV
+P film field: -1.13 MV/cm
-P displacement D: -18.72 uC/cm2
-P barrier 1: 0.738 eV
-P barrier 2: 1.607 eV
-P film field: 1.45 MV/cm
Barrier 1, (+P) minus (-P): 0.528 eV
Barrier 2, (+P) minus (-P): -1.022 eV
Mean barrier, (+P) minus (-P): -0.247 eV
Top barrier, (-P) minus (+P): 0.341 eV
  part from bare barriers: 0.094 eV
  part from screening: 0.247 eV
Ideal thermionic ratio (+P)/(-P): 5.4e+05
Bare difference that cancels: -0.262 eV
P that closes barrier 2: 42.9 uC/cm2
Largest solver-formula gap (eV,V/nm,e/nm2): 2.6e-05
Band fillings, metal 1: 3.0 eV
Band fillings, metal 2: 2.0 eV
Top change: nonlinear screening: +0.009 eV
Zero-field polarization: 26.0 uC/cm2
Landau susceptibility: 35.7
Landau P, state +: 20.79 uC/cm2
Landau P, state -: -19.10 uC/cm2
Built-in field: 0.157 MV/cm
Bistability limit field: 0.720 MV/cm
Top change: unequal P: -0.033 eV
Optical permittivity: 5.0
Image lowering +P, -P: 0.181, 0.204 eV
Top change: image force: -0.024 eV
Tunnel-effective barrier, mass 1 m_e, +P, -P: 1.147, 1.443 eV
Tunnel-effective barrier, mass 2 m_e, +P, -P: 1.187, 1.502 eV
Top change: tunnelling, mass 1 m_e: -0.045 eV
Top change with summed corrections: 0.249 eV
Corrected ratio (+P)/(-P), estimate: 1.5e+04
Free-carrier charge / P, upper bound: 1.8e-11
Largest field / rough breakdown field: 0.36
```
